# Flux-preserving composition of scattering matrices for chains of reflecting grain boundaries

## Failure of the direct product

In double precision, ten grain boundaries can be enough to ruin the scattering matrix extracted from a product of transfer matrices. In the metal line treated below, multiplying the transfer matrices of ten boundaries and extracting the scattering amplitudes with an explicitly formed matrix inverse gives a flux error of $6.5\times10^3$, where the incident flux is one. Extraction by linear solves gives about $10^{-5}$ at ten boundaries, but only postpones the failure by about five boundaries. The error at a given length varies widely between random chains and is typically smaller when the boundaries reflect less. At 333 boundaries the product overflows. The formulae are correct. The trouble is that a transfer matrix stores exponentially growing and decaying waves in the same array, and the transmitted wave is what remains after the large numbers cancel.

Scattering matrices relate incoming waves to outgoing waves. When the amplitudes are normalised to flux, flux conservation keeps the entries from exceeding one in magnitude. Composing them gives the same physics without the growing numbers.

## One boundary

Take free electrons of mass $m$ in a line of width $w$ and height $h$ with hard, smooth walls. A boundary is a thin sheet at $x=0$ with potential $W(y)\delta(x)$. Since $W$ does not depend on height, the height mode is conserved, and we keep the lowest one. The time factor is $e^{-iEt/\hbar}$, so $e^{ikx}$ with $k>0$ travels to the right. Lateral mode $n$ has

$$k_n^2=\frac{2mE}{\hbar^2}-\frac{\pi^2}{h^2}-\frac{n^2\pi^2}{w^2},\qquad U_{nl}=\frac{2m}{\hbar^2}\,\frac2w\int_0^w\sin\frac{n\pi y}{w}\,W(y)\sin\frac{l\pi y}{w}\,dy .$$

Modes with $k_n^2>0$ are open. For closed modes $k_n=i\kappa_n$ with $\kappa_n>0$, which makes them decay away from the sheet.

Let $a$ be the amplitudes incident from the left and $c$ the mode amplitudes at the sheet. Continuity makes the reflected amplitudes $c-a$. The slope is $ikc$ on the right and $ik[a-(c-a)]=ik(2a-c)$ on the left. Integrating the Schrödinger equation across the sheet sets the jump in slope equal to $Uc$:

$$2ik(c-a)=Uc .$$

No closed wave arrives from far away, so $a$ vanishes in the closed rows, labelled $c$; open rows are labelled $o$. With $2ik=-2\kappa$, the closed rows give

$$c_c=-(2\kappa+U_{cc})^{-1}U_{co}\,c_o .$$

Inserting this in the open rows replaces $U$ by

$$U_{\rm eff}=U_{oo}-U_{oc}(2\kappa+U_{cc})^{-1}U_{co}.$$

The flux in an open mode is proportional to $k_n|c_n|^2$. We therefore use $\tilde c=k^{1/2}c_o$ and $\tilde a=k^{1/2}a$, whose squared moduli are fluxes. Multiplying the open equation by $k^{-1/2}$ and defining

$$\Gamma=\tfrac12k^{-1/2}U_{\rm eff}k^{-1/2}$$

gives $i(\tilde c-\tilde a)=\Gamma\tilde c$, or $(1+i\Gamma)\tilde c=\tilde a$. Hence

$$t=(1+i\Gamma)^{-1},\qquad r=t-1=-i\Gamma t .$$

The matrix $\Gamma$ is Hermitian and commutes with $t$. Therefore

$$t^\dagger t+r^\dagger r=t^\dagger(1+\Gamma^2)t=1,\qquad r^\dagger t+t^\dagger r=t^\dagger(i\Gamma-i\Gamma)t=0 .$$

By mirror symmetry, incidence from the right has the same amplitudes, $t'=t$ and $r'=r$. The two relations then state that

$$S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}$$

is unitary. A free flight of length $d$ before the sheet contributes $P=\mathrm{diag}(e^{ik_nd})$. The combined piece has blocks $PrP$, $tP$, $Pt$ and $r$, and remains unitary because $P$ is unitary. This step drops closed waves between neighbouring sheets.

## Composition

Join piece 1 on the left to piece 2 on the right. Let $a$ enter from the left and $b$ from the right. Between the pieces, $f$ travels right and $g$ travels left:

$$f=t_1a+r_1'g,\qquad g=r_2f+t_2'b .$$

Eliminating $g$ gives

$$f=D(t_1a+r_1't_2'b),\qquad D=(1-r_1'r_2)^{-1}.$$

The waves leaving the pair are $r_1a+t_1'g$ on the left and $t_2f+r_2'b$ on the right. Reading off the coefficients of $a$ and $b$,

$$\begin{aligned}
r&=r_1+t_1'r_2Dt_1, & t&=t_2Dt_1,\\
t'&=t_1'(1+r_2Dr_1')t_2', & r'&=r_2'+t_2Dr_1't_2'.
\end{aligned}$$

Expanding $D=1+r_1'r_2+\dots$ recovers the sum over repeated reflections between the pieces.

The inverse exists for these boundaries. Unitarity gives $\|r'v\|^2=\|v\|^2-\|t'v\|^2$, which is smaller than $\|v\|^2$ for $v\ne0$ when $t'$ is invertible. A sheet has invertible $t'$, so $\|r_1'\|<1$, while $\|r_2\|\le1$. Thus $1-r_1'r_2$ cannot annihilate a vector. The composed $t'$ equals $t_1'(1-r_2r_1')^{-1}t_2'$, again invertible, so the argument carries on along the chain. A perfectly reflecting boundary falls outside it, because it could trap a wave.

Each added boundary costs one linear solve and a few products of matrices whose size is the number of open modes. The work grows linearly with the number of boundaries.

## Flux and its rounding error

Let $A_1$ be the matrix that turns the outer inputs $(a,b)$ into the inputs $(a,g)$ of piece 1, and let $A_2$ turn them into the inputs $(f,b)$ of piece 2. The excess of outgoing over incoming flux is

$$\begin{aligned}
\text{piece 1:}&\quad |{\rm out}_L|^2+|f|^2-|a|^2-|g|^2,\\
\text{piece 2:}&\quad |g|^2+|{\rm out}_R|^2-|f|^2-|b|^2 .
\end{aligned}$$

In the sum the interior terms cancel, leaving the excess of the pair. This holds for every input, and a Hermitian form fixes its matrix, so

$$S^\dagger S-1=A_1^\dagger(S_1^\dagger S_1-1)A_1+A_2^\dagger(S_2^\dagger S_2-1)A_2 .$$

If both pieces are unitary, the right side vanishes and the pair is unitary. If they are slightly wrong, their flux errors enter weighted by the intensities of the waves that reach them. The identity does not assume unitarity. For two deliberately lossy three-channel pieces its two sides agreed to $2.2\times10^{-16}$.

In computer arithmetic, each composition also adds fresh rounding, which grows when $1-r_1'r_2$ is nearly singular. There is therefore no bound independent of the boundaries, and a resonance can magnify an earlier error.

One channel shows how large this effect is. Let a long chain, with $|r_1'|$ close to one, receive a new boundary with transmission $T_2=1-R_2$. A unit wave from the right produces the interior wave $g=t_2'/(1-r_2r_1')$. Put $z=r_2r_1'$ and let its phase be uniformly distributed. Expanding $1/(1-z)$ in powers of $z$ and averaging leaves the diagonal terms:

$$\langle|g|^2\rangle=T_2\sum_{n\ge0}|z|^{2n}=\frac{T_2}{1-|z|^2}\to1 .$$

Also $\ln|1-z|=-\mathrm{Re}\sum_{n\ge1}z^n/n$ has zero phase average for $|z|<1$, so $\langle\ln|g|^2\rangle=\ln T_2<0$. In the flux balance for a wave from the right, an old error thus typically shrinks, while occasional resonances raise it and keep its mean weight near one. For a wave from the left, the input $a$ reaches piece 1 unchanged, so the old error for left incidence is carried along with weight one. The largest weight is $T_2/(1-\sqrt{R_2})^2=(1+\sqrt{R_2})/(1-\sqrt{R_2})$, about 400 for $R_2=0.99$.

## What the transfer matrix loses

The transfer matrix gives right-hand amplitudes from left-hand amplitudes. Denote the left amplitudes by $L_\pm$ and the right ones by $Q_\pm$, with the sign giving the direction of travel. Scattering means

$$L_-=rL_++t'Q_-,\qquad Q_+=tL_++r'Q_- .$$

Solving the first equation for $Q_-$ and inserting it in the second gives

$$\begin{pmatrix}Q_+\\Q_-\end{pmatrix}=\begin{pmatrix}\alpha&\beta\\ \gamma&\delta\end{pmatrix}\begin{pmatrix}L_+\\L_-\end{pmatrix},\qquad
\begin{aligned}\delta&=t'^{-1},&\gamma&=-t'^{-1}r,\\ \beta&=r't'^{-1},&\alpha&=t-r't'^{-1}r.\end{aligned}$$

For a sheet, $\delta=1+i\Gamma$, $\gamma=i\Gamma$, $\beta=-i\Gamma$ and $\alpha=1-i\Gamma$. Matrices of successive pieces multiply. To return to scattering amplitudes one uses

$$t'=\delta^{-1},\quad r=-\delta^{-1}\gamma,\quad r'=\beta\delta^{-1},\quad t=\alpha-\beta\delta^{-1}\gamma .$$

**One channel.** Here $|\delta|=T^{-1/2}$. In the last formula two numbers of size $|\delta|$ cancel to leave $|t|=1/|\delta|$. With relative rounding $\varepsilon$, the absolute error of $t$ is about $\varepsilon|\delta|$ and its relative error about $\varepsilon|\delta|^2=\varepsilon/T$. The formula $t'=1/\delta$ involves no such cancellation, so $T=1/|\delta|^2$ can remain accurate while the subtracted $t$ is meaningless.

**Several channels.** Now $\delta$ has singular values of very different size. The largest belong to strongly reflected waves; the smallest carries the best transmission. Rounding perturbs $\delta$ by about $\varepsilon\|\delta\|$. To first order its inverse changes by $-\delta^{-1}(\Delta\delta)\delta^{-1}$, a relative change of up to about $\varepsilon\|\delta\|\|\delta^{-1}\|$. When this reaches one, even $t'=\delta^{-1}$ is lost.

If the inverse is formed explicitly, the subtracted $t$ goes earlier. A numerical inverse $X$ satisfies $\delta X=1+F$, with $\|F\|$ of order $\varepsilon\|\delta\|\|X\|$. Its contribution to the error of $t$ has magnitude

$$\|\beta\delta^{-1}F\gamma\|=\|r'F\gamma\|\lesssim\varepsilon\|\delta\|^2\|\delta^{-1}\|,$$

because $\|r'\|\le1$ and $\|\gamma\|\le\|\delta\|$. In one channel this returns to $\varepsilon|\delta|$. The extra power of $\|\delta\|$ comes from the explicit inverse. Solving $\delta r=-\gamma$ directly amounts to perturbing $\delta$ by $\Delta\delta$ of order $\varepsilon\|\delta\|$, and $t=\alpha+\beta r$ then changes by $-r'(\Delta\delta)r$, of order $\varepsilon\|\delta\|$. This still grows exponentially with the number of boundaries.

## A one-channel chain

Let every boundary reflect $R_1=0.99$, so $T_1=0.01$, with independent random flight phases. Taking the squared modulus of $t=t_2Dt_1$ and then the logarithm gives

$$\ln T_{12}=\ln T_1+\ln T_2-2\ln|1-r_1'r_2| ,$$

where the labels on the right refer to the two pieces. The last term averages to zero, so the typical transmission of $N$ boundaries follows $\ln T\approx N\ln0.01=-4.605N$.

With $\ln(1/\varepsilon)=36.0$, the subtracted $t$ should lose all its digits at $N=36.0/4.605=7.8$. Its absolute error reaches one when $\varepsilon T^{-1/2}=1$, at twice that number, 15.7. The observed counts are 7 for a relative error above one and 14 for a flux error above one half. The largest double-precision number has logarithm 709.8, which predicts overflow at $2\times709.8/4.605=308$ boundaries; it occurred at 297. Meanwhile $1/\delta$ kept a relative error below $10^{-14}$ down to $|t|=10^{-140}$, the limit of that comparison.

Composition continued to 400 boundaries with a largest flux error of $3.6\times10^{-15}$. There $\ln T=-1913.12$, or $T\approx10^{-831}$. The amplitude has underflowed to zero, and the stored scattering matrix correctly reports total reflection to working precision. Flux conservation says nothing about the lost digits of such a small $T$; the logarithmic recursion retains them. A many-digit transfer product followed by the same subtraction gave the same logarithm to the six decimals printed, which identifies finite precision as the cause of failure.

The simple average would give $-1842$. The difference of 71 is a phase fluctuation of reasonable size. From the series above, the variance of $2\ln|1-z|$ at $|z|\to1$ is $4\sum_n1/(2n^2)=\pi^2/3$. Over 400 boundaries the standard deviation is $\sqrt{400\pi^2/3}\approx36$, so this chain lies two standard deviations from the mean.

For many channels, a common scale factor can be taken out of $t$ whenever it becomes small. The update $t_2Dt_1$ is linear in the old $t_1$, and the update of $r'$ does not use $t_1$.

The multichannel loss was tested separately on 30 three-channel boundaries. The many-digit transmission, summed over channels, is $T=0.069$, so nothing is near underflow. Composition reproduced the amplitudes with an error of $4.2\times10^{-15}$ relative to the largest one. In double precision, $\delta^{-1}$ gave a relative error in $T$ of 1.000.

## A metal line: 47 open modes at one height mode

The line has Fermi energy 7 eV, width 11 nm and height 20 nm. The in-plane wave number is $k=13.55\ \mathrm{nm}^{-1}$, and $kw/\pi=47.5$ gives 47 open modes for the lowest height mode. The whole line has about 3150 open modes; those with higher height modes are not treated here. A uniform sheet of the mean strength is set to reflect 60% at normal incidence. Since $R=\Gamma^2/(1+\Gamma^2)$, this requires $\Gamma=\sqrt{0.6/0.4}=1.22$ and a mean sheet strength $(\hbar^2/2m)\,2k\Gamma=1.26$ eV nm. Random lateral variation, nominally 30% rms, mixes the modes. Twelve closed modes are kept at each boundary. The 800 boundaries are 15 to 25 nm apart, and one random chain is used throughout.

For a uniform sheet, $\Gamma_n\propto1/k_n$, so grazing modes reflect most. The most grazing one has $R=0.9874$. Without mixing it would make $\|\delta\|$ grow by a factor $e^{g}$ per boundary, with $g=\tfrac12\ln(1/0.0126)=2.19$, and overflow near $709.8/2.19=324$ boundaries. The observed 333 is close, which supports the view that grazing waves set the overflow.

The observed count corresponds to a mean growth $709.8/333=2.13$. With $\|\delta^{-1}\|$ taken as order one, the estimate $\varepsilon\|\delta\|^2$ for the error of $t$ passes one near $36.0/(2\times2.13)=8.5$ boundaries. This is an upper estimate, but it grows by $e^{2\times2.13}\approx71$ per boundary, so even a factor of a thousand moves the count by less than two. With the explicit inverse, the extracted flux error, the largest entry of $|S^\dagger S-1|$, first exceeded 0.01 at 8. With linear solves this happens at about 13 boundaries, and with $t$ taken from reciprocity as the transpose of $t'$ at about 15. The estimate $\varepsilon\|\delta\|=1$ for the loss of $\delta^{-1}$ gives 17 boundaries at the mean growth rate; the error in $T$ first exceeded 1% at 18. The agreement is rough, since in this chain $\varepsilon\|\delta\|$ is already 0.2 at 14 boundaries and 26 at 17. Between these counts the total transmission from $\delta^{-1}$ is still usable although the full extracted scattering matrix violates flux conservation.

Over all 800 boundaries, the composed flux error had median $1.2\times10^{-14}$ and maximum $3.1\times10^{-12}$. The cause of the gap between them was not isolated.

Two other solutions check the amplitudes themselves. A Green-function calculation of the first 12 boundaries, with closed modes kept between them, differed by $5.4\times10^{-12}$ of the largest amplitude. Matching the waves along the whole chain in one banded linear system, for three incident modes, differed by at most $1.2\times10^{-11}$ of the largest transmitted amplitude for each mode.

## Reading the transmission

Let $T$ now denote transmission summed over the 47 modes, so it may exceed one. If phase is lost between boundaries, amplitudes must be replaced by probabilities $|S_{ij}|^2$. The same composition applies, and the flux argument holds with intensities in place of squared amplitudes.

| Boundaries | Coherent $T$ | Incoherent $T$ |
|---|---:|---:|
| 10 | 1.04 | 2.27 |
| 100 | $2.1\times10^{-5}$ | 0.238 |
| 800 | $4\times10^{-63}$ | 0.0297 |

The coherent values for long chains depend on how many closed modes are kept at each boundary. With 60 instead of 12, the same chain gives 1.04, $3.4\times10^{-4}$ and $3\times10^{-65}$, while the incoherent values hardly change. Going from 60 to 100 closed modes leaves these digits unchanged. The last two coherent entries therefore belong to the model with 12 closed modes and are not converged; the decay rate quoted below moves from 0.19 to 0.20 per boundary when they are.

The incoherent product $NT$ is 22.7, 23.8 and 23.8, so resistance is nearly proportional to length. The coherent logarithm falls by $(143.7-10.8)/700=0.19$ per boundary between the last two rows. This exponential decay is localisation by interference in this chain.

The energy, line size and grain lengths are rough values for a narrow copper line. The 60% reflection is deliberately strong: values inferred for copper are roughly 20 to 50%, depending on the line and the fitting model. At 300 K, a rough resistivity of 1.7 µΩ cm gives a mean free path of 39 nm, about two grains, so phonon scattering breaks the assumption of coherence. For ten boundaries, complete phase loss changes $T$ from 1.04 to 2.27. Thermal energy spread alone, with coherence retained, gives roughly 0.8 from a coarse sample of ten energies. The values of $T$ at these energies range from 0.56 to 1.15. $T$ varies strongly with energy: 300 energies give values from 0.10 to 2.05 and a mean of 0.86, still uncertain by a few hundredths. The long coherent chain is therefore a numerical stress test and does not predict a room-temperature resistance.

Boundary thickness also matters. A uniform slab 0.3 nm thick, adjusted to the same normal reflection, has mean transmission per mode 0.15, against 0.29 for the sheet. Closed waves passing between boundaries matter far less: across the shortest grain, even the slowest-decaying one falls to $4\times10^{-14}$ of its initial amplitude. Surface roughness, the real band structure and electron interactions are left out. They change the scattering matrices of the boundaries and grains, or the coherence assumption; composition preserves flux whenever the supplied pieces are unitary and no wave is perfectly trapped. The numerical output below gives the remaining values.

## Table of computed values

```
Flux identity, lossy pieces: error 2.2e-16
Associativity error: 1.2e-16
ONE CHANNEL: R per boundary 0.99, boundaries 400
ln T composed -1913.121531, many-digit -1913.121531
Largest composed flux error: 3.6e-15
Subtracted t, all digits lost: predicted 7.8, found 7
Subtracted t, flux fails: predicted 15.7, found 14
Overflow: predicted 308.3, found 297 boundaries
1/delta, largest relative error for |t|>1e-140: 7.2e-15
THREE CHANNELS, 30 boundaries: many-digit T 6.905085e-02
Relative error of composed t: 4.2e-15
Relative error of T from direct product: 1.000
LINE: Fermi energy 7.0 eV, width 11.0 nm, height 20.0 nm
In-plane wave number 13.5537 1/nm, open modes 47
Closed modes eliminated at each boundary: 12
Normal-incidence R 0.6, sheet strength 1.2649 eV nm
Uniform-sheet R of most grazing mode: 0.9874
Nominal rms lateral variation 0.3, boundaries 800
Grain lengths 15.04 to 24.93 nm, total 15.949 um
Composed flux error: median 1.2e-14, largest 3.1e-12
Flux error at 5 boundaries: direct 4.1e-09, composed 4.0e-15
Flux error at 10 boundaries: direct 6.5e+03, composed 6.1e-15
Flux error at 20 boundaries: direct 5.8e+38, composed 4.1e-14
Flux error at 40 boundaries: direct 1.7e+79, composed 1.7e-14
Direct flux error first above 0.01: 8 boundaries
Direct T error first above 1 percent: 18 boundaries
Direct product overflows: 333 boundaries
Green-function check, 12 boundaries: relative error 5.4e-12
Banded check, 800 boundaries: relative error 1.2e-11
1 boundaries: coherent ln T 2.7427, incoherent T 15.52934
10 boundaries: coherent ln T 0.0431, incoherent T 2.27296
100 boundaries: coherent ln T -10.7891, incoherent T 0.23786
800 boundaries: coherent ln T -143.7124, incoherent T 0.02971
Coherent T at 10 boundaries: 1.04403
Same, 300 K average 0.79675, range 0.55700 to 1.15049
Closed-mode amplitude across shortest grain: 3.7e-14
Mean mode T, uniform boundary: sheet 0.2914, 0.3 nm slab 0.1541
Slab height for equal normal R: 6.1219 eV
Thermal phase spread per 20 nm grain at 300 K: 0.501 rad
Temperature for 1 rad over whole chain: 0.752 K
Mean free path at 300 K from rough 1.7 uOhm cm: 38.9 nm
```
